# Where a gold 6s orbital acquires its mass-velocity and Darwin shift

**Question**

I am trying to understand the direct relativistic stabilization of the gold 6s orbital. I have a nonrelativistic orbital in a fixed atomic potential and want the first-order mass-velocity plus Darwin energy. I am told that this shift comes from the innermost shells. That puzzles me, because the orbital has almost no charge there.

I thought of integrating the energy density from the nucleus out to a radius $R$ and plotting the result against $R$. Two things stop me. The Darwin term contains a delta function, so my curve starts with a positive jump although the final shift should be negative. Also, I could integrate by parts and get a different integrand with the same total. Does the accumulated curve then prove anything about where the shift comes from?

**Answer**

It does, if you accumulate both terms together and check that the freedom to integrate by parts does not move the result. I use Hartree atomic units, a point nucleus and a fixed spherical potential $V=-Z/r+V_{\rm el}$. Relativistic changes of the other orbitals, which would alter $V$ (the indirect effect), are therefore left out.

**The accumulated shift**

Write the s orbital as $\phi=g(r)/\sqrt{4\pi}$, with $u=rg$ and $\int_0^\infty u^2dr=1$. Let $W=\varepsilon-V$ be the local kinetic energy. The Schrödinger equation says $p^2\phi=2W\phi$.

The mass-velocity operator is $-p^4/(8c^2)$, the second term in the expansion of $\sqrt{c^4+p^2c^2}-c^2$. Letting one factor $p^2$ act on each side gives

$$
-\frac{1}{8c^2}\int |p^2\phi|^2d^3r=-\frac{1}{2c^2}\int_0^\infty W^2u^2\,dr .
$$

The Darwin operator is $\nabla^2V/(8c^2)$; the Dirac equation below confirms its coefficient. Since $\nabla^2(-Z/r)=4\pi Z\delta(\mathbf r)$, the nucleus contributes

$$
D=\frac{4\pi Z\,\phi(0)^2}{8c^2}=\frac{Zg(0)^2}{8c^2}.
$$

This is your positive jump. The accumulated shift is

$$
S(R)=D+\frac1{c^2}\int_0^R\left[\frac{u^2\nabla^2V_{\rm el}}8-\frac{W^2u^2}{2}\right]dr .
$$

**What a bare nucleus would give**

Close to the nucleus, neglect $\varepsilon$ and $V_{\rm el}$. Then $W=Z/r$ and $u''+(2Z/r)u=0$. With $x=\sqrt{8Zr}$, so that $dx/dr=4Z/x$, the regular solution is $u\propto xJ_1(x)$. To check this, use $(xJ_1)'=xJ_0$ and $J_0'=-J_1$:

$$
\frac{du}{dr}=4ZJ_0,\qquad
\frac{d^2u}{dr^2}=-\frac{16Z^2J_1}{x}=-\frac{2Z}{r}\,xJ_1 .
$$

The last step uses $2Z/r=16Z^2/x^2$. At small $r$, $xJ_1\to x^2/2=4Zr$, hence $g/g(0)=2J_1(x)/x$.

Now $W^2u^2=Z^2g^2$ and $dr=x\,dx/(4Z)$. With $X=\sqrt{8ZR}$, the mass-velocity part is

$$
-\frac{Z^2g(0)^2}{2c^2}\int_0^X\frac{4J_1^2}{x^2}\frac{x\,dx}{4Z}
=-4D\int_0^X\frac{J_1^2}{x}dx .
$$

From $J_1'=J_0-J_1/x$ we get

$$
\frac{d}{dx}(J_0^2+J_1^2)=-2J_0J_1+2J_1J_0-\frac{2J_1^2}{x}=-\frac{2J_1^2}{x},
$$

so the integral is $\tfrac12[1-J_0^2(X)-J_1^2(X)]$. Adding the step $D$,

$$
\frac{S(R)}{D}=-1+2\left[J_0^2(X)+J_1^2(X)\right].
$$

The curve starts at $+D$, changes sign where $J_0^2+J_1^2=1/2$, and tends to $-D$. The jump is cancelled by mass-velocity energy collected just outside the nucleus.

For large $X$, $J_0^2+J_1^2\to2/(\pi X)$, so the part still missing is $4D/(\pi X)$, which falls only as $R^{-1/2}$. At $R=0.1012$ bohr in gold, $X=\sqrt{8\times79\times0.1012}=8.0$ and this estimate gives $0.16D$; the full Bessel expression gives $0.169D$. A bare Coulomb field would thus leave about a sixth of the shift outside this radius.

Screening shortens the tail. Away from the nucleus and from turning points, the semiclassical average of $u^2$ is proportional to $1/p=1/\sqrt{2W}$, so the mass-velocity integrand $W^2u^2$ varies as $W^{3/2}$. For a given amplitude, the electrons that lower $W$ at a given radius lower the integrand there too.

**The gold atom**

I took the configuration [Xe]4f¹⁴5d¹⁰6s¹ in the nonrelativistic, spin-restricted local density approximation. The 6s energy is $-0.1623$ Ha, the mean radius 3.31 bohr, and the density at the nucleus $\phi(0)^2=13.10$ bohr$^{-3}$. Therefore

$$
D=\frac{\pi\times79\times13.10}{2\times137.036^2}=0.0866\ \text{Ha}.
$$

The mass-velocity term is $-0.1513$ Ha and the electronic Darwin term $-0.0003$ Ha. The sum is

$$
S(\infty)=-0.1513+0.0866-0.0003=-0.0650\ \text{Ha}=-1.77\ \text{eV}.
$$

The accumulation runs as follows:

| $R$ (bohr) | $S(R)$ (Ha) | $S(R)/S(\infty)$ |
|---:|---:|---:|
| 0.002 | 0.0403 | −0.620 |
| 0.005 | −0.0044 | 0.068 |
| 0.010 | −0.0394 | 0.607 |
| 0.020 | −0.0533 | 0.820 |
| 0.050 | −0.0586 | 0.902 |
| 0.100 | −0.0624 | 0.960 |
| 0.200 | −0.0644 | 0.991 |

The sign changes at 0.0046 bohr, and beyond 0.049 bohr the curve stays within 10% of its final value.

To speak of shells, I place their boundaries at the minima of the total radial electron density:

| Boundary | $R$ (bohr) | $S(R)/S(\infty)$ | 6s charge inside |
|---|---:|---:|---:|
| K\|L | 0.025 | 0.823 | $3.3\times10^{-5}$ |
| L\|M | 0.101 | 0.960 | $2.7\times10^{-4}$ |
| M\|N | 0.277 | 0.992 | $1.4\times10^{-3}$ |

The K region supplies 82% of the net shift, the L region another 14%, and the M region 3%. So "nearly all" is justified for K and L together, less so for K alone.

The K figure is held down by the cancellation. Without the positive step, the amount collected inside K is $-0.0535-0.0866=-0.1401$ Ha out of $-0.1515$ Ha, or 92%. The outer remainder looks larger when compared with the smaller net shift.

The effect of screening is visible too. At the L|M boundary the missing part is $0.030D$ in gold, against $0.169D$ for the bare Coulomb law.

How can so little charge matter so much? The mass-velocity energy per unit of charge is $-W^2/(2c^2)$. At $r=1/Z$ the unscreened estimate is $W=Z^2=6241$ Ha, which gives about $-1000$ Ha per electron. Multiplied by the $3.3\times10^{-5}$ electrons in the K region, this gives about $-0.03$ Ha. The amount actually collected inside K without the step is $-0.14$ Ha, about four times larger, because $W^2$ grows as $1/r^2$ toward the nucleus and its value at $r=1/Z$ underestimates the average over the charge. The estimate is crude, but it shows how so small a charge can carry an energy of this size.

**Does integration by parts change the answer?**

The Dirac equation supplies a useful second integrand. For an s orbital ($\kappa=-1$), with large and small radial components $P=rg$ and $Q$ and energy $E$ measured from $c^2$,

$$
(V-E)P-c\left(Q'+\frac Qr\right)=0,\qquad
c\left(P'-\frac Pr\right)=(2c^2+E-V)Q .
$$

Here $P'-P/r=rg'$. Multiply the first equation by $P$, integrate, and move the derivative from $Q$ to $P$; the boundary terms vanish. Inserting $Q$ from the second equation gives

$$
\int_0^\infty\frac{c^2}{2c^2+E-V}\,r^2g'^2dr+\int_0^\infty VP^2dr=E\int_0^\infty P^2dr .
$$

The kinetic factor expands as $\frac12-(E-V)/(4c^2)+\dots$. The leading factor $\frac12$ gives the Schrödinger energy, which is stationary at the nonrelativistic orbital. The first-order shift is therefore the expectation value of the next term, with $E$ replaced by $\varepsilon$. Accumulated to $R$, it is

$$
G(R)=-\frac1{4c^2}\int_0^RWr^2g'^2dr .
$$

This has no jump, and its integrand keeps one sign wherever $W>0$.

To relate $G$ to $S$, use $(r^2g')'=-2Wr^2g$ and $W'=-V'$:

$$
(r^2Wgg')'=-V'r^2gg'+Wr^2g'^2-2W^2u^2 .
$$

Also, for $r>0$, where $(r^2V')'=r^2\nabla^2V_{\rm el}$,

$$
V'r^2gg'=\left(\tfrac12r^2V'g^2\right)'-\tfrac12u^2\nabla^2V_{\rm el}.
$$

Solve the first identity for $Wr^2g'^2$, insert the second, and integrate:

$$
\int_0^RWr^2g'^2dr=\left[r^2Wgg'+\tfrac12r^2V'g^2\right]_0^R
+\int_0^R\left(2W^2u^2-\tfrac12u^2\nabla^2V_{\rm el}\right)dr .
$$

At the lower limit $r^2W\to0$ and $r^2V'\to Z$, so the bracket there equals $Zg(0)^2/2$. Multiplication by $-1/(4c^2)$ turns this limit into $+D$, the Darwin step with the correct coefficient. Hence

$$
S(R)=G(R)+\frac{R^2}{4c^2}\left[Wgg'+\tfrac12V'g^2\right]_{r=R}.
$$

The surface term vanishes at infinity, so the totals agree. At finite $R$ it is the difference between these two integrands, one example of the ambiguity you worried about. Near the nucleus it is large: at $R=0$ it is the whole step $D$. The detailed curve there, including its sign change, depends on the chosen integrand. At the three shell boundaries $G(R)/G(\infty)$ is 0.830, 0.970 and 0.996, within about 0.01 of the fractions from $S$. Part of this agreement is favoured by position: the surface term vanishes at nodes of $g$, and the K|L boundary lies close to the first node (for the bare nucleus $X=3.83$, $R=0.023$ bohr). Other choices exist. Letting both factors $p^2$ act on the same side adds $-R^2V'g^2/(4c^2)$ to $S(R)$, so that the curve starts at $-D$; it agrees with $S$ at the three boundaries to 0.002 of the total, but beyond K|L it departs from $S$ by up to 0.04 between boundaries. At the chosen boundaries the three integrands therefore agree, but the K fraction from $G$ is sensitive to where the boundary is put: moving K|L by 20% inward or outward gives 0.74 or 0.88, while $S$ stays at 0.82 to 0.83. The fraction for K and L together is more robust: with L|M moved by 20% either way, it stays above 0.94 for all three integrands.

**A causal check, and the limit of first order**

You can also ask what happens if relativity acts only inside a chosen radius. In the eliminated Dirac equation, keep $c^2/(2c^2+E-V)$ for $r\le R$ and put $\frac12$ outside. Solving this without expansion in $1/c^2$, in the same potential, gives about 0.85, 0.97 and over 0.99 of the full Dirac shift for the three boundaries. (In the numerical check the switch acts at grid points, which raises the first fraction by about 0.01, to 0.856.) To first order this switch reproduces $G(R)$, so it does not remove the choice of integrand, but it shows that the localization survives beyond first order in $1/c^2$.

The size of the shift is another matter. The full Dirac shift is $-0.0936$ Ha ($-2.55$ eV), so the first-order value recovers only 69% of it. The expansion needs $|E-V|\ll2c^2$, but the two sides become equal near $r=Z/(2c^2)=0.002$ bohr, and at 0.005 bohr their ratio is still about 0.4. With $c$ made ten times larger, the Dirac shift times 100 is $-0.0652$ Ha, within 0.4% of the first-order result. The first-order formula is thus the correct leading term, but gold is too heavy for it to give the magnitude accurately. The numerical check includes this comparison and tests the surface identity at all grid radii.

## Calculated quantities

```
Speed of light: 137.0360 a.u.
Ne orbital energies, largest difference of two codes: 2.3e-03 Ha
Au 6s energy, nonrelativistic LDA: -0.16233 Ha
Au 6s mean radius: 3.313 bohr
Au 6s density at nucleus: 13.102 bohr^-3
Mass-velocity term: -0.15127 Ha
Darwin term, nucleus (step D): 0.08658 Ha
Darwin term, electrons: -0.000268 Ha
Total first-order shift: -0.06496 Ha = -1.768 eV
Total from gradient form G: -0.06496 Ha
Dirac shift at 10c, times 100: -0.06517 Ha
Dirac shift at true c, same potential: -0.09357 Ha = -2.546 eV
S changes sign at r = 0.00462 bohr
S stays within 10% of its final value beyond r = 0.0494 bohr
r = 0.002 bohr: S = 0.04030 Ha, S/S(inf) = -0.620
r = 0.005 bohr: S = -0.00439 Ha, S/S(inf) = 0.068
r = 0.010 bohr: S = -0.03944 Ha, S/S(inf) = 0.607
r = 0.020 bohr: S = -0.05327 Ha, S/S(inf) = 0.820
r = 0.050 bohr: S = -0.05862 Ha, S/S(inf) = 0.902
r = 0.100 bohr: S = -0.06236 Ha, S/S(inf) = 0.960
r = 0.200 bohr: S = -0.06435 Ha, S/S(inf) = 0.991
r = 0.500 bohr: S = -0.06487 Ha, S/S(inf) = 0.999
r = 1.000 bohr: S = -0.06495 Ha, S/S(inf) = 1.000
Edge K|L: r = 0.0249 bohr, S = -0.05347 Ha
  S/S(inf) = 0.823, G/G(inf) = 0.830
  Dirac fraction, relativity only inside = 0.856
  6s charge inside = 3.31e-05 electrons
  remainder/D: Au = 0.133, unscreened Coulomb = 0.324
Edge L|M: r = 0.1012 bohr, S = -0.06237 Ha
  S/S(inf) = 0.960, G/G(inf) = 0.970
  Dirac fraction, relativity only inside = 0.968
  6s charge inside = 2.72e-04 electrons
  remainder/D: Au = 0.030, unscreened Coulomb = 0.169
Edge M|N: r = 0.2772 bohr, S = -0.06444 Ha
  S/S(inf) = 0.992, G/G(inf) = 0.996
  Dirac fraction, relativity only inside = 0.995
  6s charge inside = 1.44e-03 electrons
  remainder/D: Au = 0.006, unscreened Coulomb = 0.095
Bessel law error at n = 40 and 80: 5.3e-04, 1.3e-04
```
